# Sparse recovery of anharmonic force constants from random displacements

## Definitions and conventions

Let $u_i$ be the displacement of atom $i$ from its site in a periodic crystal. The forces are $F_i=-\partial E/\partial u_i$. Lengths are in nm and energies in eV, so harmonic constants have the unit eV/nm² and cubic ones eV/nm³. The energy is expanded about a stress-free reference lattice in polynomials of degree 2 to 5, placed on chosen pairs and triangles of atoms. The force from a term has an order in the displacements that is one less than the term's energy degree.

With $P$ unknown coefficients $c$ and $n$ measured force components,
$$F=Ac+\text{noise}+\text{terms left out}.$$
The columns of $A$ depend on the displacements alone. For the penalized fit each column is divided by its root mean square (rms), and $x$ denotes the rescaled coefficients:
$$J(x)=\frac1{2n}\|F-Ax\|_2^2+\alpha\|x\|_1 .$$
The penalty $\alpha$ then has the unit of force. A sparse fit can succeed with $n<P$ if few coefficients matter and the columns are not too alike. Neither condition is guaranteed, so the result has to be judged on structures that took no part in the fit.

## Terms that obey the symmetries

A cluster is given by a site $i$ and vectors $R_1$ (pair) or $R_1,R_2$ (triangle). Its relative displacements are $w_m=u_{i+R_m}-u_i$. A common shift of all atoms leaves every $w_m$ unchanged, so any function of them obeys the acoustic sum rule.

For a pair I use the stretch $l=e\cdot w$ along the bond and two transverse components $t_1,t_2$. For a triangle with edge directions $e_1,e_2,e_3$ and normal $\hat n$ the six coordinates are
$$l_1=e_1\!\cdot w_1,\quad l_2=e_2\!\cdot w_2,\quad l_3=e_3\!\cdot(w_2-w_1),$$
$$\hat n\cdot w_1,\quad \hat n\cdot w_2,\quad(\hat n\times e_1)\cdot w_1 .$$
They are complete: $l_1$ and the last coordinate fix the in-plane part of $w_1$. Then $l_2$ and $l_3$ fix that of $w_2$, because $e_2$ and $e_3$ are not parallel.

Let $g$ run over the 48 cubic point operations. The image $(g,i)$ of a cluster joins $i$ to $i+gR_m$, and its local coordinates $q$ are computed from $g^Tw_m$. For a monomial $m(q)$ define
$$E_m=\frac1\nu\sum_{g,i}m(q_{g,i}),$$
where $\nu$ is the number of images that fall on the same physical cluster. In a cell of $N$ atoms there are $48N$ images and, in fcc, $6N$ nearest-neighbour bonds, so $\nu=8$ for a bond.

This sum is invariant. Apply a space-group operation $u'_{hi+t}=hu_i$. The image $(hg,hi+t)$ then has relative displacement $w'=hw$, and $(hg)^Tw'=g^Th^Thw=g^Tw$. Each local coordinate has moved to another image with its value unchanged, and the sum is only reordered.

All local coordinates are linear in the displacements, $q=Cu$, with a sparse matrix $C$. The chain rule gives the column belonging to $m$:
$$A_m=-\frac1\nu C^T\frac{\partial m}{\partial q}.$$

## Removing and counting redundant terms

Some sums vanish by symmetry and others are linear combinations of earlier ones. They are removed degree by degree with a Gram–Schmidt pass, pairs first. Degrees can be treated separately because homogeneous polynomials of different degree are independent functions.

The number of survivors can be predicted. If $g$ acts on a vector space with power traces $p_k=\mathrm{tr}(g^k)$, its trace on homogeneous polynomials of degree $n$ is
$$h_n=\frac1n\sum_{k=1}^n p_kh_{n-k},\quad h_0=1,\qquad h_3=\frac{p_1^3+3p_1p_2+2p_3}{6}.$$
Averaging over the operations that map a cluster onto itself counts its invariants. For triangles, polynomials of single edges must be subtracted, since the pairs already contain them. This needs a lemma.

Lemma. For $n\ge3$, a homogeneous translation-invariant polynomial $f(u_0,u_1,u_2)$ without mixed derivatives on all three sites is a sum of functions of single edges.

Proof. Write $f=a(u_0,u_1)+b(u_1,u_2)+c(u_2,u_0)$ and let $T_\alpha$ be the sum of the derivatives along direction $\alpha$ over the three sites. From $T_\alpha f=0$ follows $T_\alpha a=-T_\alpha b-T_\alpha c$. The right side has no mixed $u_0,u_1$ derivative, so $T_\alpha a=p_\alpha(u_0)-s_\alpha(u_1)$. Since $T_\alpha T_\beta a=T_\beta T_\alpha a$,
$$\partial_\beta p_\alpha(u_0)-\partial_\alpha p_\beta(u_0)=\partial_\beta s_\alpha(u_1)-\partial_\alpha s_\beta(u_1).$$
The two sides depend on different variables and are therefore constant. They have degree $n-2\ge1$, so the constant is zero, and $p=\nabla p_0$, $s=\nabla s_0$. Hence $a-p_0(u_0)+s_0(u_1)$ is translation invariant and depends on $u_1-u_0$ alone. The same holds for $b$ and $c$. What remains is $f_0(u_0)+f_1(u_1)+f_2(u_2)$, also translation invariant. The three gradients add to zero and depend on different variables, so each is constant. Their degree is $n-1\ge2$, so they vanish. ∎

A mixed derivative on three given sites can come only from the triangle on those sites, so terms of different triangles cannot cancel each other. By the lemma, whatever has no such derivative is already contained in the pairs. The new terms of a triangle are therefore counted by its invariants minus those built from single edges.

At $n=2$ the argument fails, and an area term $\hat n\cdot(u_0\times u_1+u_1\times u_2+u_2\times u_0)$ is left over. In the lattice sum, bond $ij$ collects the factor $R_{ij}\times\sum_kR_{ik}$ over the third atoms $k$. Two mirror planes contain the bond, so $\sum_kR_{ik}$ is parallel to $R_{ij}$ and the factor is zero.

As a case, take the cubic terms of two fcc shells, the equilateral triangle of nearest neighbours and the right-angled triangle with two nearest-neighbour legs.

- Pairs: the first shell allows $l^3,lt_1^2,lt_2^2$, the second $l^3$ and $l(t_1^2+t_2^2)$. Odd powers of $l$ survive because inversion about the bond centre leaves $w$ unchanged. This gives 5.
- Equilateral triangle, six operations: the identity contributes $56-3\cdot10=26$. Each of two threefold rotations has $p_1=p_2=0$, $p_3=6$ and contributes 2. Each of three mirrors contributes $0-(-2)=2$, the subtracted part coming from the edge it reverses. The count is $(26+4+6)/6=6$.
- Right-angled triangle, four operations: the contributions are 26, $8-3\cdot2=2$ for the mirror in its plane, $0-(-2)=2$ for the other mirror and $0-2=-2$ for the twofold rotation. The count is $28/4=7$.

The total is $5+6+7=18$. The Gram–Schmidt pass also finds 18, and it agrees with the character count at the other degrees: 5, 48 and 93 for degrees 2, 4 and 5. Together 1014 monomials reduce to $P=164$ unknowns.

## The penalized fit

Set $G=A^TA/n$ and $b=A^TF/n$. At the minimum of $J$ the derivative of the quadratic part must balance that of the penalty:
$$b_j-(Gx)_j=\alpha\,\mathrm{sign}(x_j)\ \ (x_j\ne0),\qquad |b_j-(Gx)_j|\le\alpha\ \ (x_j=0).$$
Let $S$ be the support and $s$ its signs. The first condition gives
$$x_S=x^0-\alpha d,\quad x^0=G_{SS}^{-1}b_S,\quad d=G_{SS}^{-1}s .$$
For a column $j$ outside $S$ the remaining correlation is
$$b_j-G_{jS}x_S=\rho_j+\alpha a_j,\quad \rho_j=b_j-G_{jS}x^0,\quad a_j=G_{jS}d .$$
It reaches $+\alpha$ at $\alpha=\rho_j/(1-a_j)$ and $-\alpha$ at $\alpha=-\rho_j/(1+a_j)$. A coefficient in $S$ reaches zero at $\alpha=x_j^0/d_j$. The largest of these values below the current $\alpha$ is the next change of support. Between changes the solution is a straight line in $\alpha$, so no iteration tolerance enters.

The term $-\alpha d$ is a bias. It is removed by a least-squares refit on the selected support, so the penalty chooses terms and the refit sets their values.

The same formulas show when selection can work. Suppose the data are noise-free and the true coefficients live on $S$. Then $b=G_{:S}x_S^{\rm true}$, so $x^0=x_S^{\rm true}$ and $\rho_j=0$. The outside correlations are $\alpha a_j$, and optimality requires
$$|G_{jS}G_{SS}^{-1}s|\le1\quad\text{for all }j\notin S.$$
If any outside column violates this, at least one outside column (not necessarily the same one) is selected for every small $\alpha$, however clean the data.

## Pseudocode

```
for each prototype cluster:
    build C over all operations and sites
    for each monomial m of degree 2..5:
        column = -C^T grad m(C u) / nu
for each degree: keep independent columns, pairs first
scale columns to unit rms
alpha grid: from max|b| downward
for each of 5 folds (all components of an atom together):
    follow the path on the other folds
    for each alpha: refit on support, add held-out error
choose alpha with least held-out error
follow the path on all data, take support, refit
predict forces on new structures
```

The folds hold out atoms, and the same structure can have atoms on both sides of the split. They serve to choose $\alpha$; new structures serve to judge the model.

## Cost and stability

A column costs one evaluation on $48N$ images and one sparse product. One image per physical cluster, a factor $\nu$ fewer, is enough only if the monomials are first combined into polynomials that are invariant under the operations mapping the cluster onto itself. Forming $G$ costs of order $nP^2$ operations. One path step with $k$ active terms costs of order $k^3+Pk$, and one refit $nk^2$.

Columns of equal parity can be much alike, above all when they contain powers of the same coordinate. For a single coordinate $y$ uniform on $[-h,h]$, the harmonic force goes as $y$ and the quartic one as $y^3$. Their normalized overlap is
$$\frac{\langle y^4\rangle}{\sqrt{\langle y^2\rangle\langle y^6\rangle}}=\frac{1/5}{\sqrt{1/21}}=0.92 .$$
Terms of opposite parity can be separated by computing both $u$ and $-u$: half the difference of the forces contains only even energy degrees, half the sum only odd ones.

The amplitude is a compromise. Scale all displacements by $\lambda$. The force of order $k$ scales as $\lambda^k$, so fixed noise causes a relative error $B\lambda^{-k}$ in it. The first omitted force order is 5 and causes an error $D\lambda^{5-k}$. If the two magnitudes add, the derivative of the sum vanishes when
$$-kB\lambda^{-k-1}+(5-k)D\lambda^{4-k}=0\;\Rightarrow\;\lambda^5=\frac{kB}{(5-k)D}.$$
Both $B$ and $D$ can depend on $k$. For even $k$ the order-5 force has the opposite parity, so with random displacements of either sign it disturbs the fit only through chance overlap in a finite sample. With pairs $u$, $-u$ this error vanishes and order 6 takes the place of order 5. If the ratio $B/D$ is nevertheless about the same for all $k\le4$ in the formula above, the optimum grows with $k$: high orders then call for larger displacements than harmonic constants do. The premise can fail. For least squares on six structures of the worked example, the best $\lambda$ is about 1.2, 1.0, 1.0 and 1.2 for $k=1$ to 4, with no rise.

## Worked example

The cell has 27 fcc atoms. The data come from a model potential that contains all orders: a Morse interaction
$$V(r)=D_0\left(z^2-2z\right),\quad z=e^{-a(r-r_0)},$$
on two neighbour shells, plus $\kappa\,\delta_1\delta_2\delta_3$ on each equilateral triangle, where $\delta$ is a bond stretch from the reference length $R$. The round parameters are $D_0=0.25$ eV, $a=14$ nm⁻¹, $r_0=0.300$ nm and $\kappa=800$ eV/nm³. Zero stress requires $6V'(R)+3\sqrt2\,V'(\sqrt2R)=0$, which gives $R=0.2930$ nm.

Displacement components are uniform within ±0.016 nm, an rms of $0.016/\sqrt3=0.0092$ nm. Training forces carry noise of 0.010 eV/nm. The rms force on three unseen random structures is 5.22 eV/nm, so the noise is about 0.19% of it. Test forces are noise-free, and errors are rms errors relative to the rms force of the test set.

| Training structures | Terms kept | Sparse fit, unseen | Least squares, unseen |
|---|---|---|---|
| 1 | 60 | 1.5% | 28% |
| 2 | 67 | 0.40% | 1.7% |
| 6 | 65 | 0.26% | 0.24% |

One structure has 81 force components. The model forces add to zero in each direction, which leaves 78 independent equations for 164 unknowns. Minimum-norm least squares sets to zero every combination of coefficients that the data do not see: at least $164-78=86$ of them with one structure and $164-156=8$ with two. With two structures the number of equations is also close to the number of unknowns, so noise and left-out terms are amplified. Taken separately, the unseen combinations, the noise and the left-out terms cause errors of 1.6%, 1.6% and 1.1%. In this sample they partly cancel, and the total is 1.7%. With one structure the unseen combinations account for nearly all of the 28%. With six structures the loss need not occur and the amplification is weaker. Plain least squares is then as good as the sparse fit, slightly better on the penalty grid used here. In this example selection saves data. The table is one random draw of the training set. Two other draws gave 1.2% and 2.6% for the sparse fit with one structure (least squares 26% and 42%), and 0.77% and 0.69% with two (least squares 4.4% and 3.5%). With six structures and the penalty grid used here it brings no gain in accuracy.

The solution is only moderately sparse. In this basis the exact expansion through degree 5 has 55 nonzero coefficients, and 30 of the 65 terms kept with six structures lie outside them. The selection condition above fails here, with a largest value of about 17 against the bound 1, so the fit predicts forces well without identifying the true terms. The chosen penalty is 0.0006 eV/nm in all three fits, about $10^{-4}$ of the force scale. The grid ended at $10^{-4}$ of its largest value, and in all three fits the choice is its last point. A grid extended to $4\times10^{-6}$ of the largest value leaves the two-structure choice unchanged and lowers the one-structure error to 1.3%. With six structures it gives 0.22% with 133 terms, just below least squares, and the choice again falls on the last point. An implementation should extend the grid until the held-out error rises again.

With six structures the cross-validation error is 0.31%, against 0.26% on unseen structures. Held-out training forces contain noise, and $\sqrt{0.26^2+0.19^2}=0.32$, which accounts for the difference in size.

The constants of the six-structure fit can be compared with derivatives of the potential. At $R$, $z=e^{0.098}=1.103$, and
$$\tfrac12V''=D_0a^2(2z^2-z)\approx65.2,\qquad \tfrac16V'''=-\tfrac13D_0a^3(4z^2-z)\approx-861 .$$
The fit gives 65.0 eV/nm² for $l^2$ and −858 eV/nm³ for $l^3$. For $l_1l_2l_3$ it gives 794 eV/nm³ against 800.

A comparison free of the choice of basis expands the model forces along scaled displacements, $F(\lambda u)=\sum_kf_k\lambda^k$. The fitted terms of energy degree 2, 3, 4 and 5 differ from $f_1,\dots,f_4$ by 0.34%, 1.3%, 5.7% and 24%, each relative to its own part. A total force error of 0.26% therefore does not certify the quintic constants. The force orders left out of the fit, 5 and above (energy degrees 6 and above), amount to 0.20% of the force.

A harder trial uses three structures with correlated thermal displacements at 350 K, drawn from the classical harmonic distribution of the model, with an rms component of 0.0097 nm. The fit errs by 0.68%, while the model's own harmonic forces err by 21%. The numerical output lists the remaining figures.

## Relation to silver in chip joints

In neighbour distance and phonon frequencies the model lies in the rough regime of silver, which is used to attach dies. The neighbour distance is close to silver's 0.29 nm. The highest frequency in this cell is 4.2 THz for a mass of 108 u, against a top phonon frequency of roughly 5 THz in silver. Much of the gap comes from the cell, which contains no zone-boundary waves. For the longitudinal wave at the point X the model gives $m\omega^2=8(V''+V'/R)$ at $r=R$, or 4.8 THz. The elasticity is less faithful. The triangle term starts at cubic order, so the harmonic part is a stress-free pair model, which forces $C_{12}=C_{44}$; in silver they differ by roughly a factor of two. The anharmonic response under dilation is also unlike silver's. The model has a bulk modulus of 61 GPa, a pressure derivative of the bulk modulus near zero and a mean Grüneisen parameter of 1.3, against roughly 100 GPa, 6 and 2.4. Training forces for real silver must come from a method that includes its electronic many-body bonding.

A warm joint also breaks the assumption of a fixed reference lattice. In a leading-order classical estimate, free expansion at 350 K lengthens the model's bonds by 0.57% in the 27-atom cell (0.58% on a converged wave-vector mesh) and changes its harmonic force-constant matrix by 3.2% in norm, about ten times the harmonic fitting error. These are figures of the model; silver, with its larger Grüneisen parameter, softens more for the same expansion. Constants meant for that temperature should be fitted at the expanded lattice constant; a clamped joint needs its own strained lattice. In the 27-atom cell, quantum statistics would raise the mean-square displacement by 1.2%. In a large crystal the relative rise is smaller, because soft long waves add to the classical part.

## Failure modes

- Interactions outside the chosen clusters. Continued to the third shell, the Morse curve would have a curvature of −3.7% of the first-shell value, on 24 neighbours instead of 12. If the data contained such forces, part of their effect would be pushed into the wrong coefficients and the rest would remain as a misfit.
- A cell that is too small. If $R$ and $-R$ lead to the same atom, both bonds share one $w$ but have opposite $l$, and their $l^3$ terms cancel. If this happens for every bond of a shell, its $l^3$ constant cannot be found from any number of structures. In the 27-atom cell the 18 neighbours used are distinct.
- Missing long waves. A small cell does not test long-wavelength forces, so acoustic velocities need a separate check.
- Extrapolation. The polynomial is supported by data only within the sampled displacements. Truncated at degree 5, it has an odd leading power and is not bounded below, so long molecular dynamics can escape to unphysical geometries.

## Computed results

```
Morse depth: 0.25 eV
Morse steepness: 14.0 1/nm
Morse minimum: 0.300 nm
three-body constant: 800 eV/nm^3
equilibrium neighbour distance: 0.2930 nm
atoms in cell: 27
displacement half-width per component: 0.016 nm
added force noise: 0.010 eV/nm
rms force, unseen random: 5.221 eV/nm
temperature: 350 K
rms thermal displacement per component: 0.0097 nm
monomials before reduction: 1014
independent terms, degree 2: 5
independent terms, degree 3: 18
independent terms, degree 4: 48
independent terms, degree 5: 93
independent terms, total: 164
-- training structures: 1, force components: 81
   penalty: 0.0006 eV/nm, terms kept: 60
   cross-validation error: 1.37 %
   unseen error, sparse fit: 1.51 %
   unseen error, least squares: 27.95 %
-- training structures: 2, force components: 162
   penalty: 0.0006 eV/nm, terms kept: 67
   cross-validation error: 0.43 %
   unseen error, sparse fit: 0.40 %
   unseen error, least squares: 1.74 %
-- training structures: 6, force components: 486
   penalty: 0.0006 eV/nm, terms kept: 65
   cross-validation error: 0.31 %
   unseen error, sparse fit: 0.26 %
   unseen error, least squares: 0.24 %
unseen thermal error, sparse fit: 0.68 %
unseen thermal error, harmonic: 20.52 %
bond l^2 (eV/nm^2): fit 65.03, direct 65.22
bond l^3 (eV/nm^3): fit -858.36, direct -860.96
triangle l1l2l3 (eV/nm^3): fit 793.94, direct 800.00
force error from energy degree 2: 0.34 %
force error from energy degree 3: 1.32 %
force error from energy degree 4: 5.70 %
force error from energy degree 5: 23.61 %
neglected orders above 5, force share: 0.20 %
mass: 108 u
highest cell frequency: 4.19 THz
quantum rise of mean-square displacement: 1.24 %
thermal expansion of bond: 0.57 %
stiffness change by expansion: 3.22 %
third-shell / first-shell curvature: -3.66 %
```
